# Island radius for closing a dielectric film from random seeds: verification in Python

```python
"""Closure of a dielectric film grown from random seeds on a flat channel.

Result under test: for Poisson seeds of density n with circular footprints
of radius r, the mean bare fraction is exp(-x), x = pi*n*r**2, so a bare
fraction f needs r = sqrt(ln(1/f)/(pi*n)).
Also tested: hole density n*(x-1)*exp(-x) at high coverage, the mean-square
rule for unequal radii, and the mean height of hemispherical islands.
Simulations use unit seed density; the worked example uses nm.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import Delaunay, cKDTree
from scipy.special import dawsn

rng = np.random.default_rng(2718)


def required_radius(density, bare_fraction):
    return np.sqrt(np.log(1 / bare_fraction) / (np.pi * density))


def bare_mean(density, radius):
    return np.exp(-np.pi * density * radius**2)


def hole_density(density, radius):
    x = np.pi * density * radius**2
    return density * (x - 1) * np.exp(-x)


def mean_height(density, radius):
    x = np.pi * density * radius**2
    return radius - dawsn(np.sqrt(x)) / np.sqrt(np.pi * density)


# Random seeds at unit density in a periodic square
seed_count = 300_000
side = np.sqrt(seed_count)
seeds = rng.random((seed_count, 2)) * side
tree = cKDTree(seeds, boxsize=side)
probes = rng.random((1_000_000, 2)) * side
distance = tree.query(probes)[0]

# Bare fraction; tolerances cover sampling noise, dominated by the
# finite number of holes and their broad spread of areas
coverage_rows = []
for x, tolerance in ((4.0, 0.08), (7.0, 0.25)):
    radius = np.sqrt(x / np.pi)
    sampled = np.mean(distance > radius)
    predicted = bare_mean(1.0, radius)
    assert abs(sampled / predicted - 1) < tolerance
    coverage_rows.append((x, sampled, predicted))

# Unequal radii: half the seeds small, half large, mean square fixed
small, large = np.sqrt(2 / np.pi), np.sqrt(6 / np.pi)
half = seed_count // 2
some_probes = probes[:400_000]
far_small = cKDTree(seeds[:half], boxsize=side).query(some_probes)[0] > small
far_large = cKDTree(seeds[half:], boxsize=side).query(some_probes)[0] > large
mixed_sampled = np.mean(far_small & far_large)
mixed_predicted = bare_mean(1.0, np.sqrt((small**2 + large**2) / 2))
assert abs(mixed_sampled / mixed_predicted - 1) < 0.10

# Mean height of hemispheres, tested through its deficit below r
target_fraction = 1e-6
unit_radius = required_radius(1.0, target_fraction)
heights = np.sqrt(np.maximum(unit_radius**2 - distance**2, 0))
deficit_sampled = unit_radius - heights.mean()
deficit_predicted = unit_radius - mean_height(1.0, unit_radius)
assert abs(deficit_sampled / deficit_predicted - 1) < 0.03

# Explicit crossings of footprint edges inside an inner window
x_cross = 4.0
radius = np.sqrt(x_cross / np.pi)
low, high = 10.0, 160.0
near = np.all((seeds > low - 4) & (seeds < high + 4), axis=1)
local = seeds[near]
pairs = cKDTree(local).query_pairs(2 * radius, output_type='ndarray')
first, second = local[pairs[:, 0]], local[pairs[:, 1]]
gap = second - first
length = np.linalg.norm(gap, axis=1)
normal = np.column_stack((-gap[:, 1], gap[:, 0])) / length[:, None]
offset = np.sqrt(radius**2 - length**2 / 4)[:, None] * normal
middle = (first + second) / 2
points = np.vstack((middle + offset, middle - offset))
out1 = points - np.vstack((first, first))
out2 = points - np.vstack((second, second))
inside = np.all((points > low) & (points < high), axis=1)
points, out1, out2 = points[inside], out1[inside], out2[inside]
exposed = tree.query(points)[0] > radius - 1e-9
out1, out2 = out1[exposed], out2[exposed]
turn = out1[:, 0] * out2[:, 1] - out1[:, 1] * out2[:, 0]
# Upward direction must be a positive combination of both outward normals
lowest = (-out2[:, 0] / turn > 0) & (out1[:, 0] / turn > 0)
crossing_sampled = exposed.sum() / (high - low)**2
crossing_predicted = 4 * x_cross * np.exp(-x_cross)
lowest_share = lowest.mean()
assert abs(crossing_sampled / crossing_predicted - 1) < 0.10
assert abs(lowest_share - 0.25) < 0.025

# Exact hole count from the Delaunay triangulation
mesh = Delaunay(seeds)
corners = seeds[mesh.simplices]
b = corners[:, 1] - corners[:, 0]
c = corners[:, 2] - corners[:, 0]
twice_cross = 2 * (b[:, 0] * c[:, 1] - b[:, 1] * c[:, 0])
b2, c2 = np.sum(b**2, axis=1), np.sum(c**2, axis=1)
shift = np.column_stack((c[:, 1] * b2 - b[:, 1] * c2,
                         b[:, 0] * c2 - c[:, 0] * b2)) / twice_cross[:, None]
centres = corners[:, 0] + shift
circumradius = np.linalg.norm(shift, axis=1)


def count_holes_per_area(radius, margin=8.0):
    """Join bare circumcentres whenever the passage between them is bare."""
    bare = circumradius > radius
    starts, ends = [], []
    for k in range(3):
        p = corners[:, k]
        q, s = corners[:, (k + 1) % 3], corners[:, (k + 2) % 3]
        neighbour = mesh.neighbors[:, k]
        wide = np.linalg.norm(q - s, axis=1) / 2 > radius
        obtuse = np.sum((q - p) * (s - p), axis=1) < 0
        joined = bare & (neighbour >= 0) & bare[neighbour] & (wide | obtuse)
        starts.append(np.flatnonzero(joined))
        ends.append(neighbour[joined])
    i, j = np.concatenate(starts), np.concatenate(ends)
    size = len(circumradius)
    graph = coo_matrix((np.ones(len(i)), (i, j)), shape=(size, size))
    labels = connected_components(graph, directed=False)[1]
    members = np.flatnonzero(bare)
    members = members[np.argsort(-circumradius[members])]
    chosen = np.unique(labels[members], return_index=True)[1]
    places = centres[members[chosen]]
    kept = np.all((places > margin) & (places < side - margin), axis=1)
    return kept.sum() / (side - 2 * margin)**2


hole_rows = []
for x, tolerance in ((4.0, 0.05), (7.0, 0.12)):
    radius = np.sqrt(x / np.pi)
    sampled = count_holes_per_area(radius)
    predicted = hole_density(1.0, radius)
    assert abs(sampled / predicted - 1) < tolerance
    hole_rows.append((x, sampled, predicted))

# Worked example in nm
density_cm2 = 1e12
density = density_cm2 / 1e14
r_need = required_radius(density, target_fraction)
x_need = np.pi * density * r_need**2

# Triangular array: largest distance to a seed, searched over one cell
r_array = np.sqrt(2 / (3 * np.sqrt(3) * density))
spacing = np.sqrt(2 / (np.sqrt(3) * density))
v1 = spacing * np.array([1.0, 0.0])
v2 = spacing * np.array([0.5, np.sqrt(3) / 2])
lattice = np.array([m * v1 + k * v2
                    for m in range(-3, 5) for k in range(-3, 5)])
u, w = np.meshgrid(np.arange(300) / 300, np.arange(300) / 300)
cell = u.reshape(-1, 1) * v1 + w.reshape(-1, 1) * v2
r_array_search = cKDTree(lattice).query(cell)[0].max()
assert abs(r_array_search / r_array - 1) < 1e-6

channel_area = 1e6  # nm^2, equal to 1 um^2
holes = hole_density(density, r_need)
hole_area = target_fraction / holes
hole_goal = 1e-3
r_strict = brentq(lambda r: np.log(hole_density(density, r) * channel_area
                                   / hole_goal), r_need, 3 * r_need)
r_thin = 2.0
density_thin = np.log(1 / target_fraction) / (np.pi * r_thin**2)

print(f"Seed density: {density_cm2:.1e} cm^-2 = {density:.4f} nm^-2")
print(f"Target bare fraction: {target_fraction:.1e}")
print(f"Mean number of seeds in one footprint x: {x_need:.4f}")
print(f"Required footprint radius: {r_need:.3f} nm = {r_need*1e-7:.3e} cm")
print(f"Sensitivity d ln f / d ln r: {-2*x_need:.2f}")
for r in (20.0, 21.0, 22.0):
    print(f"Bare fraction at r = {r:.0f} nm: {bare_mean(density, r):.3e}")
print(f"Triangular-array closing radius: {r_array:.3f} nm")
print(f"Random-to-array radius ratio: {r_need/r_array:.3f}")
print(f"Hole density at required radius: {holes*1e14:.3e} cm^-2")
print(f"Mean hole area: {hole_area:.3f} nm^2")
print(f"Channel area: {channel_area/1e6:.1f} um^2")
print(f"Mean holes in channel: {holes*channel_area:.4f}")
print(f"Radius for mean of {hole_goal:.0e} holes: {r_strict:.3f} nm")
print(f"Mean hemisphere-film height: {mean_height(density, r_need):.3f} nm")
print(f"Seed density to close at r = {r_thin:.1f} nm: "
      f"{density_thin*1e14:.3e} cm^-2")
print(f"Simulated seeds: {seed_count}; distance probes: {len(probes)}")
for x, sampled, predicted in coverage_rows:
    print(f"Bare fraction, x = {x:.0f}: simulation {sampled:.4e}, "
          f"formula {predicted:.4e}")
print(f"Bare fraction, two radii, mean x = 4: simulation "
      f"{mixed_sampled:.4e}, formula {mixed_predicted:.4e}")
for x, sampled, predicted in hole_rows:
    print(f"Holes per seed, x = {x:.0f}: simulation {sampled:.4e}, "
          f"formula {predicted:.4e}")
print(f"Exposed crossings per seed, x = 4: simulation "
      f"{crossing_sampled:.4f}, formula {crossing_predicted:.4f}")
print(f"Share of crossings that are lowest points: {lowest_share:.4f}")
print(f"Height deficit at target x, in n^(-1/2): simulation "
      f"{deficit_sampled:.5f}, formula {deficit_predicted:.5f}")
print("verified")
```

It prints:

```
Seed density: 1.0e+12 cm^-2 = 0.0100 nm^-2
Target bare fraction: 1.0e-06
Mean number of seeds in one footprint x: 13.8155
Required footprint radius: 20.970 nm = 2.097e-06 cm
Sensitivity d ln f / d ln r: -27.63
Bare fraction at r = 20 nm: 3.487e-06
Bare fraction at r = 21 nm: 9.618e-07
Bare fraction at r = 22 nm: 2.491e-07
Triangular-array closing radius: 6.204 nm
Random-to-array radius ratio: 3.380
Hole density at required radius: 1.282e+07 cm^-2
Mean hole area: 7.803 nm^2
Channel area: 1.0 um^2
Mean holes in channel: 0.1282
Radius for mean of 1e-03 holes: 24.598 nm
Mean hemisphere-film height: 20.180 nm
Seed density to close at r = 2.0 nm: 1.099e+14 cm^-2
Simulated seeds: 300000; distance probes: 1000000
Bare fraction, x = 4: simulation 1.8342e-02, formula 1.8316e-02
Bare fraction, x = 7: simulation 9.1400e-04, formula 9.1188e-04
Bare fraction, two radii, mean x = 4: simulation 1.8540e-02, formula 1.8316e-02
Holes per seed, x = 4: simulation 5.4943e-02, formula 5.4947e-02
Holes per seed, x = 7: simulation 5.5000e-03, formula 5.4713e-03
Exposed crossings per seed, x = 4: simulation 0.2906, formula 0.2931
Share of crossings that are lowest points: 0.2464
Height deficit at target x, in n^(-1/2): simulation 0.07902, formula 0.07902
verified
```
